\section*{Screening, Current Conservation and the Emittance of a Mesoscopic Conductor, part 1}

(Sections cited here and not found follow in the second part.)

\section{Derivation from the scattering matrix}

When a nanoscale conductor is entered into a circuit calculation at finite frequency, two decisions have to be made. May the admittance computed from the scattering matrix be used as it stands, and should the reactive part be represented by a capacitor or by an inductor? The answers depend on how the charge inside the conductor is screened. Used alone, the scattering admittance gives lead currents that do not add up to zero, and its reactive part can have the wrong sign.

\subsection{Model and conventions}

The conductor has a finite interior and two leads, $L$ and $R$, with one spinless channel each. Units are $\hbar=e=1$, so that $e^2/h=1/2\pi$. Carriers are counted as positive; reversing their charge changes both the current and the potential energy, and leaves the linear admittance unchanged. Currents are positive when they flow into the conductor, and every signal is written $X(t)=\mathrm{Re}\,(Xe^{-i\omega t})$ with $\omega>0$. The temperature is zero and the Fermi energy is $\mu$.

The interior levels have a real symmetric Hamiltonian matrix $H$. A real, energy-independent matrix $W$ couples them to the leads. With incoming amplitudes $a$, outgoing amplitudes $b$ and interior amplitudes $c$,
\begin{equation}
i\dot c=\left(H+U-\tfrac{i}{2}WW^{T}\right)c+Wa,\qquad b=a-iW^{T}c .
\label{eq:amp}
\end{equation}
Here $U(t)$ is one potential common to all interior levels. The equations conserve probability. The first gives
\begin{equation}
\frac{d}{dt}\,c^\dagger c=-|W^Tc|^2+2\,\mathrm{Im}(c^\dagger Wa),
\end{equation}
and expanding $|b|^2$ with the second gives the same expression for $|a|^2-|b|^2$. The net inflow therefore equals the rate of change of the interior charge.

The interaction enters through $U$ alone, as a mean field. This is controlled for many identical parallel copies of the conductor that share $U$: with a fixed gate capacitance per copy, the relative fluctuations of the common potential fall with the number of copies. All quantities below are per copy. Coulomb blockade of a single level lies outside this description. The numerical examples below have either $C=0$ or a charging energy $1/C$ ten times the level width, so they describe one copy among many and not a conductor standing alone.

For constant $U=0$ and energy $E$, equation (\ref{eq:amp}) gives $c=\mathcal G Wa$ and $b=sa$, with
\begin{equation}
\mathcal G(E)=\left(E-H+\tfrac{i}{2}WW^T\right)^{-1},\qquad
s(E)=1-iW^T\mathcal G(E)W .
\label{eq:s}
\end{equation}
Both $\mathcal G$ and $s$ are symmetric matrices, because $H$ and $WW^T$ are.

\subsection{The bare admittance}

Let $V_\beta(t)=V\cos\omega t$ in lead $\beta$, with $U$ frozen. A wave from that reservoir acquires the phase $\varphi=(V/\omega)\sin\omega t$. To first order,
\begin{equation}
e^{-i\varphi}=1+\frac{V}{2\omega}\left(e^{-i\omega t}-e^{i\omega t}\right).
\end{equation}
The incoming amplitude is $(2\pi)^{-1/2}e^{-iEt-i\varphi}$, normalized to a flux $1/2\pi$ per unit energy. Each frequency component scatters at its own energy, so
\begin{equation}
b_\alpha=\frac{e^{-iEt}}{\sqrt{2\pi}}\left\{s_{\alpha\beta}(E)+\frac{V}{2\omega}\left[s_{\alpha\beta}(E+\omega)e^{-i\omega t}-s_{\alpha\beta}(E-\omega)e^{i\omega t}\right]\right\}.
\end{equation}
Define $h(E)=s^*_{\alpha\beta}(E)s_{\alpha\beta}(E+\omega)$. The part of $|b_\alpha|^2$ that varies as $e^{-i\omega t}$ has the coefficient $(V/4\pi\omega)[h(E)-h(E-\omega)]$. The incoming flux $|a_\beta|^2$ does not oscillate. A real signal contains half its complex amplitude in $e^{-i\omega t}$, which supplies a factor 2, and the outgoing flux counts negatively:
\begin{equation}
g_{\alpha\beta}=-\frac{1}{2\pi\omega}\int dE\,f(E)\,[h(E)-h(E-\omega)] .
\end{equation}
For $\alpha=\beta$, $h$ tends to 1 far below the Fermi energy, so the two terms cannot be integrated separately. Subtracting $\delta_{\alpha\beta}$ from both leaves the bracket unchanged, and $h-\delta_{\alpha\beta}$ falls off at least as $E^{-2}$. The energy in the second term may then be shifted by $\omega$:
\begin{equation}
g_{\alpha\beta}(\omega)=\frac{1}{2\pi}\int dE\,\left[\delta_{\alpha\beta}-s^*_{\alpha\beta}(E)s_{\alpha\beta}(E+\omega)\right]\frac{f(E)-f(E+\omega)}{\omega}.
\label{eq:bare}
\end{equation}
At zero temperature the last factor is $1/\omega$ for $\mu-\omega<E<\mu$ and zero elsewhere.

\subsection{Why the lead currents do not balance}

Write $\mathcal G'=\mathcal G(E+\omega)$ and $\mathcal G=\mathcal G(E)$. The inverses of $\mathcal G'$ and $\mathcal G^\dagger$ differ by $\omega+iWW^T$, hence
\begin{equation}
\mathcal G^\dagger-\mathcal G'=\mathcal G^\dagger(\omega+iWW^T)\mathcal G'.
\end{equation}
Multiplying out the scattering matrices and inserting this identity,
\begin{align}
s^\dagger(E)s(E+\omega)&=1+iW^T(\mathcal G^\dagger-\mathcal G')W+W^T\mathcal G^\dagger WW^T\mathcal G'W\nonumber\\
&=1+i\omega W^T\mathcal G^\dagger\mathcal G'W ,
\end{align}
because the terms without $\omega$ cancel. The sum of (\ref{eq:bare}) over $\alpha$ contains the diagonal element of this product:
\begin{equation}
\sum_\alpha g_{\alpha\beta}=-i\omega q_\beta,\qquad
q_\beta=\frac{1}{2\pi\omega}\int_{\mu-\omega}^{\mu}dE\,\left[W^T\mathcal G^\dagger\mathcal G'W\right]_{\beta\beta}.
\label{eq:imbalance}
\end{equation}
The quantity $q_\beta$ is the interior charge per unit $V_\beta$. To see this, repeat the expansion of the previous subsection for $|c|^2$, with $c=\mathcal GWa$: $h$ is replaced by $[W^T\mathcal G^\dagger\mathcal G'W]_{\beta\beta}$, and the sign is positive because charge is counted instead of outflow.

Continuity is thus obeyed. What fails is the balance of the lead currents, since charge accumulates inside while the potential that this charge would create is held at zero. A circuit element whose terminal currents do not sum to zero is incomplete.

\subsection{Screening}

The response to $U$ follows from a change of phase. If the same potential is added to both leads and to the interior, the factor $e^{-i\varphi}$ multiplies $a$, $b$ and $c$ alike, and no current changes. Only the differences $V_\beta-U$ matter:
\begin{equation}
I_\alpha=\sum_\beta g_{\alpha\beta}(V_\beta-U).
\label{eq:gauge}
\end{equation}
A capacitance $C$ couples the interior to a gate at potential $V_g$. The interior charge is $C(U-V_g)$, so
\begin{equation}
\sum_\alpha I_\alpha=-i\omega C(U-V_g).
\end{equation}
Let $c_\beta=\sum_\alpha g_{\alpha\beta}$, which is also the row sum because $s$ is symmetric, and let $S=\sum_\beta c_\beta$. Inserting (\ref{eq:gauge}) and collecting the terms in $U$,
\begin{equation}
(S-i\omega C)\,U=\sum_\beta c_\beta V_\beta-i\omega C V_g .
\end{equation}
The screened admittance between leads is therefore
\begin{equation}
G_{\alpha\beta}=g_{\alpha\beta}-\frac{c_\alpha c_\beta}{S-i\omega C}.
\label{eq:screened}
\end{equation}
Its column sum is $-i\omega Cc_\beta/(S-i\omega C)$. The gate current is $-i\omega C(V_g-U)$, whose response to $V_\beta$ is $+i\omega Cc_\beta/(S-i\omega C)$. The three terminal currents sum to zero. By the same algebra, equal potentials on all three terminals drive no current. For $C=0$ the interior stays neutral, and the two leads satisfy both sum rules without the gate.

\subsection{Low frequency and the emittance}

With $e=E+\omega/2$ the energy midway between the two arguments, and a prime now denoting $d/dE$,
\begin{align}
s^*(e-\tfrac{\omega}{2})\,s(e+\tfrac{\omega}{2})&=|s|^2+\tfrac{\omega}{2}\left(s^*s'-s^{*\prime}s\right)+O(\omega^2)\nonumber\\
&=|s|^2+i\omega\,\mathrm{Im}(s^*s')+O(\omega^2)
\end{align}
for each matrix element. The window for $e$ is centred on $\mu$, so averaging $|s|^2$ over it adds no term linear in $\omega$. Hence
\begin{equation}
g_{\alpha\beta}=\frac{\delta_{\alpha\beta}-|s_{\alpha\beta}|^2}{2\pi}-i\omega D_{\alpha\beta},\qquad
D_{\alpha\beta}=\frac{1}{2\pi}\mathrm{Im}\left(s^*_{\alpha\beta}\frac{ds_{\alpha\beta}}{dE}\right).
\end{equation}
Unitarity removes the static part from the sums, so $c_\beta=-i\omega D_\beta$ with $D_\beta=\sum_\alpha D_{\alpha\beta}$, and $S=-i\omega D$ with $D=\sum_\beta D_\beta$. By (\ref{eq:imbalance}), $D_\beta=[W^T\mathcal G^\dagger\mathcal GW]_{\beta\beta}/2\pi$, and $D$ is the interior density of states. The emittance $\mathcal E$ is defined by $G=G^0-i\omega\mathcal E$. Equation (\ref{eq:screened}) gives
\begin{equation}
\mathcal E_{\alpha\beta}=D_{\alpha\beta}-\frac{D_\alpha D_\beta}{C+D}.
\label{eq:emit}
\end{equation}
A capacitor in parallel contributes $-i\omega$ times its capacitance, so $\mathcal E_{LL}>0$ is capacitive. A resistance $\mathcal R$ in series with an inductance $\mathcal L$ has the admittance $1/(\mathcal R-i\omega\mathcal L)\simeq1/\mathcal R+i\omega\mathcal L/\mathcal R^2$. It gives $\mathcal E_{LL}=-\mathcal L/\mathcal R^2<0$, which is inductive.

For a mirror-symmetric conductor both reflection amplitudes equal $r$, and both transmission amplitudes equal $t$. Unitarity requires $\mathrm{Re}(r^*t)=0$, so their phases differ by an odd multiple of $\pi/2$ and share one derivative $\theta'$. With $R=|r|^2$ and $T=|t|^2$,
\begin{equation}
D_{LL}=\frac{R\theta'}{2\pi},\qquad D_{LR}=\frac{T\theta'}{2\pi},\qquad D=2(D_{LL}+D_{LR})=\frac{\theta'}{\pi}.
\end{equation}
At an isolated zero of $r$ or $t$ the results hold by continuity. For $C=0$ and $D_L=D_R=D/2$,
\begin{equation}
\mathcal E_{LL}=\frac{DR}{2}-\frac{D}{4}=\frac{D}{4}(R-T).
\label{eq:mirror}
\end{equation}
The sign changes at $T=1/2$. This law was tested on a three-site chain at Fermi energies on both sides of the change.

\subsection{One level}

Take one level at $\varepsilon_0$ with widths $\Gamma_L,\Gamma_R$, and define
\begin{equation}
\Gamma=\Gamma_L+\Gamma_R,\qquad \Delta=\mu-\varepsilon_0,\qquad A=\Delta^2+\Gamma^2/4 .
\end{equation}
The transmission amplitude at the Fermi energy is $-i\sqrt{\Gamma_L\Gamma_R}/(\Delta+i\Gamma/2)$, so $T=\Gamma_L\Gamma_R/A$. Its phase derivative is $-\mathrm{Im}\,(\Delta+i\Gamma/2)^{-1}=\Gamma/2A$. Also $D_\beta=\Gamma_\beta/2\pi A$, hence
\begin{equation}
D=\frac{\Gamma}{2\pi A},\qquad D_{LR}=\frac{T}{2\pi}\frac{\Gamma}{2A}=\frac{DT}{2}.
\end{equation}
For $C=0$ the sum rule gives $\mathcal E_{LL}=-\mathcal E_{LR}=D_LD_R/D-D_{LR}$. With the peak transmission $T_{\max}=4\Gamma_L\Gamma_R/\Gamma^2$,
\begin{equation}
\mathcal E_{LL}=D\left(\frac{\Gamma_L\Gamma_R}{\Gamma^2}-\frac T2\right)=\frac D4\,(T_{\max}-2T).
\label{eq:result}
\end{equation}
The first term is the charge displaced by screening. The second is the bare charge associated with transmission, and it prevails above half the peak transmission.

As an example take $\Gamma_L=\Gamma_R=0.0005$ hartree. At $\Delta=\Gamma$, $T=0.25/1.25=0.2$ and $D=127.3$, so $\mathcal E_{LL}=127.3\times0.6/4=19.1$. Moving the level towards the Fermi energy gives, with $D$ and $\mathcal E_{LL}$ in $e^2$/hartree:
\begin{center}
\begin{tabular}{cccc}
$\Delta/\Gamma$ & $T$ & $D$ & $\mathcal E_{LL}$\\ \hline
2.00 & 0.059 & 37.4 & 8.3\\
1.00 & 0.200 & 127.3 & 19.1\\
0.50 & 0.500 & 318.3 & 0.0\\
0.25 & 0.800 & 509.3 & $-76.4$\\
0.00 & 1.000 & 636.6 & $-159.2$
\end{tabular}
\end{center}
The emittance is $0.11$ aF at $\Delta=\Gamma$ and $-0.94$ aF on resonance. These are zero-temperature values and require $k_BT\ll\Gamma$; here $\Gamma=27$ meV corresponds to about 316 K. With thermal occupation of the leads the two values become $0.04$ and $-0.40$ aF at 77 K, and $-0.04$ and $-0.07$ aF at 300 K, where the sign at $\Delta=\Gamma$ has reversed. Since $D$ is proportional to $T$, the emittance varies as $T(1-2T)$ and is largest at $T=1/4$: below this value the growth of $D$ outweighs the falling factor $1-2T$.

\section{Derivation from the driven level, and comparison}

The second derivation follows the amplitude of one level in time. It uses neither the scattering admittance nor the partial densities of states. The level lies at $\varepsilon_0$, with widths $\Gamma_L$ and $\Gamma_R$ and total width $\Gamma$; $\Delta=\mu-\varepsilon_0$ and $A=\Delta^2+\Gamma^2/4$. The lead potentials are $V_\alpha$, and $U$ is the interior potential. Units are $\hbar=e=1$, signals vary as $e^{-i\omega t}$, and currents $I_\alpha$ are positive into the conductor. The first half found, for transmission $T=\Gamma_L\Gamma_R/A$, density of states $D=\Gamma/2\pi A$, peak transmission $T_{\max}=4\Gamma_L\Gamma_R/\Gamma^2$ and no gate ($C=0$),
\begin{equation}
G_{LL}=\frac{T}{2\pi}-i\omega\mathcal E_{LL},\qquad \mathcal E_{LL}=\frac D4(T_{\max}-2T).
\label{eq:target}
\end{equation}
Positive $\mathcal E_{LL}$ is capacitive. From the first half this derivation also takes the amplitude equations
\begin{equation}
i\dot c=\left(\varepsilon_0+U-\tfrac i2\Gamma\right)c+\sum_\alpha\sqrt{\Gamma_\alpha}\,a_\alpha,\qquad b_\alpha=a_\alpha-i\sqrt{\Gamma_\alpha}\,c,
\label{eq:level}
\end{equation}
and their consequence that the summed lead currents equal the rate of change of the level's charge.

\subsection{The current in terms of the level amplitude}

Waves from different leads and energies are incoherent and can be followed one at a time. A wave from lead $\beta$ is $a_\beta=(2\pi)^{-1/2}e^{-iEt-i\varphi_\beta}$ with $\dot\varphi_\beta=V_\beta$. Write the amplitude that it excites as
\begin{equation}
c_\beta=\sqrt{\frac{\Gamma_\beta}{2\pi}}\;e^{-iEt-i\varphi_\beta}\,d_\beta(E,t).
\end{equation}
Differentiating the exponential brings down $E+V_\beta$, and (\ref{eq:level}) becomes
\begin{equation}
i\dot d_\beta=\left(\varepsilon_0-E+u_\beta-\tfrac i2\Gamma\right)d_\beta+1,\qquad u_\beta=U-V_\beta .
\label{eq:d}
\end{equation}
The driving enters through the differences $u_\beta$ alone.

The current in lead $\alpha$ is $|a_\alpha|^2-|b_\alpha|^2$, summed over all incident waves. Expanding $|b_\alpha|^2$,
\begin{equation}
|a_\alpha|^2-|b_\alpha|^2=-\Gamma_\alpha|c|^2-2\sqrt{\Gamma_\alpha}\,\mathrm{Im}(a_\alpha^*c).
\end{equation}
The first term is present for waves from either lead and sums to the total level charge $n$. The second requires an incoming wave in lead $\alpha$ itself, for which $a_\alpha^*c_\alpha=\sqrt{\Gamma_\alpha}\,d_\alpha/2\pi$. Therefore
\begin{equation}
I_\alpha=-\Gamma_\alpha n-\frac{\Gamma_\alpha}{\pi}\int_{-\infty}^{\mu}dE\,\mathrm{Im}\,d_\alpha(E,t).
\label{eq:current}
\end{equation}
The first term is decay of the level into the lead. The second is absorption from the lead's occupied states.

The scattering derivation has shown that, for one level without a gate, the screened low-frequency response turns from capacitive to inductive above half the peak transmission, and the second derivation has so far expressed the lead currents through the driven level's amplitude. It remains to linearize these currents, fix the interior potential by neutrality and compare the result with the first derivation, before turning to finite frequency, the effect of a gate and the limits of the model.
